# Floating-gate charging by Fowler-Nordheim tunnelling: the logarithmic law

## Result

A floating gate is charged by electrons tunnelling from a grounded channel while the control gate is held at a constant voltage $V_G$. If the tunnel oxide carries the only current, and its density is

$$J=AF^2e^{-B/F},\tag{1}$$

with constant $A$ and $B$, then the oxide field $F$ obeys

$$\boxed{\frac1{F(t)}=\frac1{F_0}+\frac1B\ln\!\left(1+\frac t\tau\right),\qquad \tau=\frac{\varepsilon\,e^{B/F_0}}{(1-\alpha)AB}.}\tag{2}$$

Here $F_0$ is the field at $t=0$, $\varepsilon$ the oxide permittivity and $\alpha$ the coupling ratio defined below. Equation (2) is the exact solution of this model at every $t\ge0$. The inverse field grows linearly for $t\ll\tau$, and as the logarithm of time for $t\gg\tau$.

## Electrostatics

Let the tunnel oxide have thickness $d_t$ and capacitance $C_t=\varepsilon/d_t$ per unit tunnel area. The control dielectric has capacitance $C_c$, also referred to the tunnel area. If its own area is larger by a factor $a$ and its oxide-equivalent thickness is $d_c$, then $C_c=a\varepsilon/d_c$. Other capacitances and fixed voltage offsets are ignored.

The channel is at zero potential and the floating gate at $V_{FG}>0$. The field magnitude is $F=V_{FG}/d_t$, and the force on electrons points from the channel to the floating gate. The charge $Q$ on the floating gate, per tunnel area, is the sum of the charges on its two faces:

$$Q=C_tV_{FG}-C_c(V_G-V_{FG}).$$

Collecting the terms in $V_{FG}$ gives $(C_t+C_c)V_{FG}=C_cV_G+Q$, so

$$V_{FG}=\alpha\left(V_G+\frac Q{C_c}\right),\qquad \alpha=\frac{C_c}{C_c+C_t}.\tag{3}$$

Stored electrons make $Q$ negative and lower $V_{FG}$. To restore the same $V_{FG}$, and with it the same channel, the control gate must be raised by

$$\Delta V_T=-\frac Q{C_c}.$$

This is the threshold shift relative to a neutral floating gate. With (3),

$$Fd_t=\alpha(V_G-\Delta V_T),\qquad \Delta V_T=V_G-\frac{Fd_t}{\alpha}.\tag{4}$$

## Origin of the current law

Take a free-electron emitter at zero temperature, and let $e=E_F-E_x$ be the depth of an electron's normal energy $E_x$ below the Fermi level. The barrier height above the Fermi level is $\phi$, an energy. If the oxide voltage exceeds $\phi/q$, an electron at the Fermi level meets a triangular barrier. With oxide mass $m_{ox}$, and transmission taken to depend on the normal energy alone, the WKB exponent is

$$2\int_0^{(\phi+e)/qF}\!\frac{\sqrt{2m_{ox}(\phi+e-qFx)}}{\hbar}\,dx
=\frac{4\sqrt{2m_{ox}}}{3\hbar qF}(\phi+e)^{3/2}.$$

Expansion to first order in $e$ gives $B/F+ce$, where

$$B=\frac{4\sqrt{2m_{ox}}\,\phi^{3/2}}{3\hbar q},\qquad c=\frac{2\sqrt{2m_{ox}\phi}}{\hbar qF}.$$

The supply of electrons follows from counting states. The current is $q$ times the integral of $2\,d^3k/(2\pi)^3$ multiplied by the normal velocity $v_x$ and the transmission. Since $v_xdk_x=dE_x/\hbar$, and the occupied transverse states fill a disc of area $2\pi m_0e/\hbar^2$,

$$J=\frac{qm_0}{2\pi^2\hbar^3}\,e^{-B/F}\int_0^\infty e\,e^{-ce}\,de
=\frac{qm_0}{2\pi^2\hbar^3c^2}\,e^{-B/F}.$$

(In the integrand the first $e$ is the energy depth.) The upper limit is infinite because, for a metal-like emitter whose occupied states extend many times $1/c$ below the Fermi level, deep states contribute negligibly. A silicon inversion layer does not meet this condition well: at the initial field of the example $1/c\approx0.1$ eV, about the height of the Fermi level above the lowest subband. Inserting $1/c^2=\hbar^2q^2F^2/(8m_{ox}\phi)$ and $\hbar=h/2\pi$ yields (1) with

$$A=\frac{q^3m_0}{8\pi h\,m_{ox}\phi}.$$

The factor $m_0/m_{ox}$ comes from letting transmission depend on the normal energy alone. If transverse momentum is conserved across the change of mass, this factor disappears while $B$ is unchanged; in the example below the current is then 0.42 times as large and the 1 ms shift about 0.4 V lower.

The first neglected term in the exponent is $\tfrac38(B/F)e^2/\phi^2$. Under the weight $e\,e^{-ce}$ the mean of $e^2$ is $6/c^2$, and $c\phi=\tfrac32B/F$. The relative correction to the current is therefore $-F/B$, a few per cent in the example below.

## The charge equation and its solution

Electrons arriving at the floating gate make its charge more negative, so $dQ/dt=-J$. At constant $V_G$, equation (3) gives

$$\frac{dF}{dt}=\frac{\alpha}{d_tC_c}\frac{dQ}{dt}=-\frac{J}{d_t(C_t+C_c)}.$$

Since $C_t/(C_t+C_c)=1-\alpha$ and $d_tC_t=\varepsilon$, the denominator is $d_t(C_t+C_c)=\varepsilon/(1-\alpha)$. Hence

$$\frac{dF}{dt}=-\frac{(1-\alpha)A}{\varepsilon}F^2e^{-B/F}.\tag{5}$$

Now let $u=1/F$. Because $du/dt=-F^{-2}\,dF/dt$, the factor $F^2$ cancels:

$$\frac{du}{dt}=\frac{(1-\alpha)A}{\varepsilon}e^{-Bu}.$$

Multiplication by $Be^{Bu}$ turns the left side into the derivative of $e^{Bu}$, and the right side into a constant:

$$\frac{d}{dt}e^{Bu}=\frac{(1-\alpha)AB}{\varepsilon}.$$

Integration from $0$ to $t$ gives

$$e^{B/F}=e^{B/F_0}+\frac{(1-\alpha)AB}{\varepsilon}t
=e^{B/F_0}\left(1+\frac t\tau\right).\tag{6}$$

The logarithm of (6), divided by $B$, is (2).

The quantity that grows uniformly in time is $e^{B/F}$, the inverse of the exponential factor in the current. At $t=\tau$ that factor has halved. At fixed $F_0$ and $\alpha$ the oxide thickness does not enter $\tau$: a thicker oxide has a smaller capacitance, but needs a proportionally larger voltage change for the same change of field.

For a gate that starts neutral, $F_0=\alpha V_G/d_t$, and (4) becomes $\Delta V_T=V_G(1-F/F_0)$. With $L=\ln(1+t/\tau)$, equation (2) reads $F_0/F=1+(F_0/B)L$, and so

$$\Delta V_T=V_G\,\frac{L}{B/F_0+L}.\tag{7}$$

If the gate starts with charge $Q_0$, equations (2) and (4) still hold, with $F_0=\alpha(V_G+Q_0/C_c)/d_t$.

Solving (6) for the time needed to reach a chosen field gives

$$t=\tau\left\{\exp\!\left[B\left(\frac1F-\frac1{F_0}\right)\right]-1\right\}.\tag{8}$$

## Early and late times

For $t\ll\tau$, $\ln(1+t/\tau)\approx t/\tau$, and the inverse field rises linearly. A neutral gate then charges at its initial current $J_0$, with $\Delta V_T\approx J_0t/C_c$.

For $t\gg\tau$ the first term on the right of (6) can be dropped:

$$F\approx\frac{B}{\ln[(1-\alpha)ABt/\varepsilon]}.\tag{9}$$

The initial field has disappeared. By (4), two cells programmed for the same long time at different gate voltages end with nearly the same field, so their threshold shifts differ by nearly the difference in gate voltage.

The threshold shift itself is not strictly logarithmic. Differentiating (2) and using (4),

$$S\equiv\frac{d\Delta V_T}{d\ln t}=\frac{d_tF^2}{\alpha B}\,\frac{t}{t+\tau}.\tag{10}$$

The last factor rises towards one while $F^2$ falls. From (2), $d\ln F/d\ln t=-(F/B)\,t/(t+\tau)$, so

$$\frac{d\ln S}{d\ln t}=\frac{\tau}{t+\tau}-\frac{2F}{B}\frac{t}{t+\tau}.$$

This vanishes at $t=\tau B/(2F)$. A plot of $\Delta V_T$ against $\ln t$ is steepest there, has an inflection, and looks nearly straight around it.

## Why the gate voltage must be constant

Suppose instead that $V_G$ rises at a constant rate $r$. Differentiation of (4), with $d\Delta V_T/dt=J/C_c$, gives

$$\frac{dF}{dt}=\frac{\alpha}{d_t}\left(r-\frac{J(F)}{C_c}\right).$$

There is now a stationary field $F_*$, fixed by $J(F_*)=C_cr$. It is stable, because $dJ/dF=A(2F+B)e^{-B/F}>0$: a field above $F_*$ draws excess current and falls, and a field below it rises. At $F_*$ the inverse field stops growing and the threshold follows the gate volt for volt. The logarithm thus belongs to the constant-voltage condition.

## Worked example

Consider a silicon floating-gate cell with $d_t=8$ nm, $d_c=12$ nm, $a=2.25$, $V_G=15$ V, $\phi=3.1$ eV, $m_{ox}=0.42\,m_0$ and $\varepsilon=3.9\,\varepsilon_0$. The capacitances are $C_t=0.4316$ and $C_c=0.6475$ µF/cm², so $\alpha=0.60$. The current constants are $A=1.184$ µA/V² and $B=241.6$ MV/cm.

The gate starts neutral, and its initial field is

$$F_0=\frac{0.60\times15\ \text{V}}{8\ \text{nm}}=11.25\ \text{MV/cm},\qquad \frac B{F_0}=21.48.$$

The initial current density is $0.0705$ A/cm², and (2) gives $\tau=6.42$ µs. At this field, integrating the full WKB transmission over the electron supply gives 0.958 times the current of (1). The first-order estimate $1-F_0/B$ is 0.953.

| Time | $F$ (MV/cm) | $1/F$ (cm/MV) | $\Delta V_T$ (V) |
|---|---:|---:|---:|
| 1 µs | 11.17 | 0.0895 | 0.10 |
| 10 µs | 10.78 | 0.0928 | 0.63 |
| 100 µs | 9.95 | 0.1005 | 1.73 |
| 1 ms | 9.11 | 0.1098 | 2.86 |
| 10 ms | 8.38 | 0.1193 | 3.83 |

At 1 ms, for instance, $L=\ln(1+1000/6.418)=5.055$, and (7) gives

$$\Delta V_T=15\ \text{V}\times\frac{5.055}{21.478+5.055}=2.86\ \text{V}.$$

Direct numerical integration of the charge, with the field found from Gauss's law at each step, was compared with (2) at the five times in the table. The largest relative difference in field was $4.5\times10^{-11}$.

For a shift of 3 V, equation (4) requires $F=0.60\times12\ \text{V}/8\ \text{nm}=9.00$ MV/cm. Then $B(1/F-1/F_0)=5.37$, and (8) gives $t=1.37$ ms.

Between 1 and 10 ms the slope of $1/F$ against $\ln t$ returns an apparent $B$ of 242.2 MV/cm. The small excess over 241.6 comes from the 1 in $1+t/\tau$. The late-time form (9) gives 9.109 MV/cm at 1 ms, against 9.107 from the full law.

The threshold shift gains 1.12 V in the decade ending at 1 ms and 0.97 V in the next. The steepest point, $t=\tau B/(2F)$, lies near $12\tau\approx77$ µs. Raising $V_G$ from 15 to 16 V, with the 1 ms duration, the cell and the neutral start held fixed, raises the shift by 0.998 V.

## Where the law ends

Taken literally, (2) lets charging continue for ever, with $F\to0$ and $\Delta V_T\to V_G$. Two limits intervene.

First, as the floating gate charges, the field in the control dielectric rises:

$$F_c=\frac{V_G-Fd_t}{d_c}.$$

If that dielectric also obeys (1), with the same constants, electrons leave through it at the rate $aJ(F_c)$ per tunnel area. Charging stops when $J(F)=aJ(F_c)$, which here occurs at $F=7.61$ MV/cm. The ideal law would reach this field after 0.19 s; the leaking cell approaches it gradually. At 1 ms $F_c$ is only 6.4 MV/cm, and leakage changes the threshold shift by about $-0.002$ mV. A leakier control dielectric would bring saturation earlier.

Second, the triangular barrier requires $Fd_t>\phi/q$, or $F>3.9$ MV/cm in this oxide. The ideal law would reach that field only after $3.6\times10^{12}$ s, so leakage sets the limit here.

## Comparison with a real cell

The parameters are rough typical values for NAND-type floating-gate memory, although a single 1 ms pulse is long; such cells are usually programmed with a staircase of shorter pulses. The initial field is also high, somewhat above the rough 10 MV/cm scale of oxide breakdown. Of the effects estimated below, departures from an ideal barrier and emitter move the numbers most. Stray capacitance from the floating gate to ground can matter as much: it lowers $\alpha$, and by (4), at a field of 9.1 MV/cm, a fall from 0.60 to 0.55 costs about 1.1 V of shift. With a stray capacitance $C_s$, $\alpha=C_c/(C_c+C_t+C_s)$, and $1-\alpha$ in (2) and (5) is replaced by $C_t/(C_c+C_t+C_s)$. The changes below are in the 1 ms threshold shift of 2.86 V, each calculated separately with the other settings fixed.

- **Image force**, with an optical permittivity of $2.1\,\varepsilon_0$ in the exponent and the image charge of a perfect metal: $+1.07$ V. For a silicon emitter treated as a dielectric, the image is weaker by $(11.7-2.1)/(11.7+2.1)\approx0.70$, and the change is $+0.80$ V.
- **Channel subband energy**, roughly 0.27 eV at $F_0$ for a triangular well with half the surface field, subtracted from the barrier in the exponent: $+1.22$ V. This estimate is low. A self-consistent (Hartree, hard-wall, 300 K) well puts the lowest level at 0.37 eV, and electrons in higher subbands meet a still lower barrier; summing the escape from all occupied subbands gives about $+2.0$ V.
- **Operation at 85 °C**, through the thermal spread of the electron supply at fixed barrier height: $+0.12$ V relative to zero temperature. Most of this change is already present at room temperature.
- **Depletion of the floating gate's lower face**, for a doping of $10^{20}$ cm$^{-3}$: $-0.32$ V. An equally doped control gate would itself drop about 0.15 V at the ideal cell's 1 ms field; this drop is not included in the change.
- **A 5 µs gate rise**, with time counted from its start: $-2$ mV.

The first two effects are large, yet they leave the logarithmic form nearly intact. The metal image force multiplies the current by 12.1 at $F_0$ and by 12.9 at 9.11 MV/cm. An almost constant factor changes $A$, and hence $\tau$, but not $B$. Using 12.9 in (7) gives $L=\ln(1+12.9\times155.8)=7.61$ and $\Delta V_T=3.92$ V, which accounts for the increase of 1.07 V. The apparent $B$ between 1 and 10 ms becomes 239 MV/cm with the image force and 233 MV/cm with the triangular-well subband energy (222 MV/cm with the self-consistent well), against 242 MV/cm for the ideal cell.

The form of (2) is therefore more dependable than absolute times calculated from a nominal barrier. For a real oxide, $A$ and $B$ should be fitted to its measured current over the fields that the cell will cross. Such a fit absorbs much of the image-force and subband corrections. Quoted values of barrier and oxide mass usually come from fits of this kind, so the first two changes above measure sensitivity to the barrier model and should not simply be added to the nominal 2.86 V.

Charge trapped in the oxide breaks the assumption of constant $A$ and $B$ over the life of the cell. With $V_{FG}$ fixed, a sheet of $N$ electrons per area at mid-oxide lowers the field at the emitting face by $qN/(2\varepsilon)$. For $N=10^{12}$ cm$^{-2}$ this is 0.23 MV/cm. Using the lowered field in (1) reduces the current at $F_0$ to 0.61 of its value. At fixed $V_G$ the sheet also lowers $V_{FG}$, which reduces the current further, so the floating gate charges more slowly at first. This does not mean that a given threshold takes longer to reach, because the trapped electrons also raise the threshold directly.

One 1 ms pulse passes 1.85 µC/cm² through the oxide, and $10^5$ such pulses pass 0.19 C/cm². Erasing back to neutral through the same oxide doubles that figure. Good thin oxides withstand very roughly 1 to 10 C/cm² before breakdown, depending on field and area. On this estimate $10^5$ cycles stay below breakdown. The model does not calculate how fast traps form.

The values used here are listed in the numerical output below.

## Computed values

```
gate voltage 15.0 V, coupling ratio 0.600
tunnel oxide 8.0 nm, control dielectric 12.0 nm, area ratio 2.25
barrier 3.10 eV, oxide mass 0.42 m0, oxide permittivity 3.9 eps0
C_tunnel 0.4316 uF/cm2, C_control 0.6475 uF/cm2
FN constant A 1.1839 uA/V2
FN constant B 241.63 MV/cm
initial field F0 11.250 MV/cm, B/F0 21.478
initial current density 0.0705 A/cm2
time constant tau 6.418 us
supply integral / FN formula at F0 0.9575, 1-F0/B 0.9534
time (s), field (MV/cm), 1/field (cm/MV), threshold shift (V)
  1e-06  11.1747  0.08949  0.1004
  1e-05  10.7787  0.09278  0.6285
  1e-04  9.9492  0.10051  1.7344
  1e-03  9.1067  0.10981  2.8578
  1e-02  8.3812  0.11932  3.8251
largest relative field error, formula vs integration 4.5e-11
B from slope of 1/F, 1 to 10 ms 242.23 MV/cm
late-time field without F0, at 1 ms 9.1089 MV/cm
late slope of shift at 1 ms 1.0537 V/decade
shift gained from 1 to 10 ms 0.9674 V
shift gained at 1 ms by one extra gate volt 0.9978 V
time for a 3.0 V shift 1.3719 ms, field then 9.000 MV/cm
injected charge in 1 ms 1.8503 uC/cm2
fluence of 1e5 such pulses 0.1850 C/cm2
change of the 1 ms threshold shift by neglected effects:
  image force (optical constant 2.1) +1.073 V
  channel subband energy +1.222 V
  temperature 358.15 K instead of 0 K +0.116 V
  floating-gate depletion, 1e20 cm-3 -0.319 V
  gate rise time 5 us -2.19 mV
  control-dielectric leakage -0.0023 mV
current factor by image force: at F0 12.09, at 1 ms field 12.93
subband energy at F0 0.265 eV, current factor 14.85
thermal current factor at F0 1.192
B from slope with image force 239.05 MV/cm
B from slope with subband energy 233.17 MV/cm
control-dielectric field at 1 ms 6.429 MV/cm
control-gate depletion drop at 1 ms 0.148 V
field where leakage balances 7.607 MV/cm
time for ideal law to reach that field 0.188 s
field where triangular barrier ends 3.875 MV/cm
time for ideal law to reach it 3.63e+12 s
1e12 cm-2 electrons at mid-oxide lower cathode field by 0.232 MV/cm
current factor at F0 from these trapped electrons 0.610
```
